Plane Angle and V-Groove Depth in Anisotropic Etching of (100) Silicon

A silicon wafer with a (100) surface is covered by a mask that has a rectangular opening of width W and length L, with L > W. The wafer is placed in an etchant that attacks different crystal planes at very different rates. The {111} planes are by far the slowest, so they end up as the sloping walls of the etched pit. The questions below ask how steep these walls are, how deep the pit becomes, and how well the answer survives when the {111} planes also dissolve slowly.

**Conventions and assumptions.** Silicon is cubic with lattice constant a, and X, Y, Z are coordinates along the cube edges. Round brackets (hkl) denote a plane and square brackets [hkl] a direction. The symbols {hkl} and <hkl> denote all planes and directions equivalent by symmetry. The outward surface normal is taken as [001], which is equivalent to [100]. The mask is not attacked, the back surface of the wafer is protected and does not etch, W and L are measured on the wafer surface, and the wafer is thicker than the pit is deep unless stated otherwise. A rate R is the distance a plane moves along its own normal per unit time: R100 for the floor and R111 for the walls. Until part (f), R111 = 0. Other orientations that could appear in the pit are assumed to etch fast enough not to form lasting walls.

**(a) Show that [hkl] is perpendicular to (hkl) in a cubic crystal, and find the angle θ between the (100) and (111) planes.**

The plane (hkl) cuts the cube axes at a/h, a/k and a/l. Its equation is therefore

hX + kY + lZ = a,

as one checks by setting two coordinates to zero at a time. A zero index means that the plane is parallel to that axis, and the same equation covers this case. Let r₁ and r₂ be two points of the plane. Subtracting their equations gives

h(X₁ − X₂) + k(Y₁ − Y₂) + l(Z₁ − Z₂) = 0.

Because the cube axes are perpendicular and equally scaled, the left side is the dot product of (h, k, l) with r₁ − r₂. The vector (h, k, l) is thus perpendicular to every line in the plane, and it points along the crystal direction [hkl].

The angle between two planes equals the angle between their normals. For the surface normal (0, 0, 1) and the normal (1, 1, 1), whose lengths are 1 and √3,

cos θ = (0·1 + 0·1 + 1·1)/(1·√3) = 1/√3.

The angle is acute, so its sine is positive:

sin θ = √(1 − 1/3) = √(2/3),
tan θ = sin θ/cos θ = √2.

Hence

θ = arccos(1/√3) = arctan √2 = 54.74°.

Changing the signs of the indices changes at most the sign of the dot product. All {111} planes therefore make the same acute angle with the surface. The lattice constant has dropped out: the angle follows from cubic symmetry and does not depend on the etchant.

**(b) Along which direction must a mask edge run if a {111} wall is to start along its whole length? Write the equations of the two long walls.**

A straight edge can lie in both the surface and the wall only if it is parallel to their line of intersection. That line is perpendicular to both normals, so its direction is their cross product:

(1, 1, 1) × (0, 0, 1) = (1, −1, 0).

This is a <110> direction. The other {111} planes give either the same line or the perpendicular one, [110]. A rectangular opening can therefore have a {111} wall along each of its four edges, provided that its edges follow these two directions. An edge turned away from them cannot lie in a single {111} plane, and the results below do not apply to it.

Let x run across the groove along [110], y along the groove parallel to [−110], and z downward into the silicon along [00−1]. The origin is at the centre of the opening. The unit normal of the right wall, pointing out of the pit into the silicon, is (1, 1, −1)/√3 in cube coordinates. Its components along the new axes are

x: (1, 1, −1)·(1, 1, 0)/(√3·√2) = 2/√6 = sin θ,
y: (1, 1, −1)·(−1, 1, 0)/(√3·√2) = 0,
z: (1, 1, −1)·(0, 0, −1)/√3 = 1/√3 = cos θ.

The wall passes through the mask edge at x = W/2, z = 0, so its equation is

x sin θ + z cos θ = (W/2) sin θ.

Dividing by sin θ and using tan θ = √2 gives

x = W/2 − z/√2.

The left wall is the mirror image, x = −W/2 + z/√2. Both walls lean inward, so the pit narrows with depth.

A second {111} plane passes through the same edge, with x = W/2 + z/√2, and leans outward beneath the mask. To expose it, the etchant would first have to remove the silicon behind the inward-leaning plane. With R111 = 0 that plane blocks the way.

**(c) Use a simple rule for removing atoms to show how such walls can arise from the crystal structure. What does the rule leave unexplained?**

Each silicon atom has four neighbours. In units of a/4, the bonds of an atom on one of the two sublattices point along

(1, 1, 1), (1, −1, −1), (−1, 1, −1), (−1, −1, 1),

and those of an atom on the other sublattice point along the opposite directions. Cutting the crystal breaks the bonds that have a positive component along the outward normal. For the normal (0, 0, 1), two of the four bonds have a positive component. For (1, 1, 1), the dot products are 3, −1, −1, −1, so one bond is broken. The opposite sublattice would have three broken bonds here, but the ideal surface is taken to be the cut that breaks fewest.

Now suppose that an atom is removed if at least two of its neighbours are missing, and that the mask counts as a neighbour for the atoms it covers. Let the opening expose N rows of surface atoms parallel to y. Neighbouring rows are a/√2 apart. Choose the sublattice so that the two upper bonds of a surface atom point across the groove.

All N exposed rows of the first layer have two broken bonds and are removed. An atom in the second layer has its two upper neighbours in the single row directly above it. Both are gone, so N rows of the second layer follow. In the third layer the rows lie midway between those above, and the two upper neighbours of an atom belong to two different rows. Both are missing for only N − 1 rows. The fourth layer again loses the same number of rows as the third, and the pattern repeats.

It remains to check that the atoms left behind really stay. In the first layer, an atom next to the removed region is covered by the mask and has lost no neighbour. In a deeper odd layer, such an atom has lost one upper neighbour, while its other upper neighbour and both lower neighbours are outside the region. An adjacent row in an even layer has lost none. No remaining atom has two missing neighbours, so none of them can be the first to go.

The layers are a/4 apart. Over a depth of two layers, a/2, the removed region loses one row, so each side moves inward by half a row spacing, a/(2√2). The slope of the wall is

tan θ = (a/2)/[a/(2√2)] = √2,

which is the {111} slope found in (a). The inward-leaning walls thus emerge from a local rule that contains no angle.

The rule contains no rates, so it cannot give the measured slowness of {111}. For the normal (1, 1, 0) the dot products are 2, 0, 0, −2, so an ideal (110) surface also has one broken bond per top atom. The rule removes only atoms with at least two missing neighbours, so it would leave both ideal surfaces intact. The two differ only once a defect is present. On (110) the top atoms are bonded to each other in chains, and one missing atom makes the whole chain dissolve. On (111) one missing top atom leaves each of its three neighbours with a single missing bond, and nothing more is removed. How often such defects form lies outside the rule. The low {111} rate is therefore an input to this problem, and the rule is a geometric model of its consequence.

**(d) Treat the opening as very long. Find the floor width at depth z, the final depth D of the groove and the time needed to reach it.**

The floor is a (100) plane and has reached the depth z = R100 t at time t. Its width w is the distance between the two walls at that depth:

w(z) = (W/2 − z/√2) − (−W/2 + z/√2) = W − √2 z.

Until w reaches zero, the pit has a trapezoidal cross-section. The floor vanishes when W − √2 D = 0, so

D = W/√2 = (W/2) tan θ.

The second form can be read from the right triangle with horizontal side W/2 and vertical side D. The time required is

t₀ = D/R100 = W/(√2 R100).

For t > t₀ the pit is bounded by {111} planes alone. Since R111 = 0, nothing more is removed, and this is what self-termination means. The depth is then set by the mask and the crystal, while R100 affects only the waiting time. If etching is stopped before t₀, the depth is R100 t, and any uncertainty in the rate passes directly into the depth.

The full angle between the two walls at the bottom is what remains of a straight angle after subtracting the two wall inclinations:

180° − 2θ = 70.53°.

The atomic rule of part (c) gives the same depth. The numbers of removed rows are N, N, N − 1, N − 1, and so on down to 1, 1. This makes 2N layers with a total thickness of 2N·a/4 = Na/2. The opening has the width W = Na/√2, and W/√2 = Na/2. For N = 24 the lattice calculation in the numerical output gives an opening of 16.97 a and a depth of 12.00 a, in agreement with this count. The exact match belongs to the sublattice chosen in part (c). If the upper bonds point along the groove, the numbers of removed rows are N, N − 1, N − 1, and so on, which makes 2N − 1 layers. In general the agreement therefore holds to within one layer, a/4.

**(e) The opening has a finite length L > W. How does this change the depth, and what shape has the bottom? What happens for a square?**

The end walls are also {111} planes with the same inclination. By the argument of part (b), with y in place of x, they lie at

y = ±(L/2 − z/√2).

A horizontal section through the pit at depth z is therefore a rectangle with sides

W − √2 z and L − √2 z.

Both sides shrink by the same amount, so the shorter one vanishes first, at z = W/√2. The depth is still D = W/√2, and the length L does not enter. At this depth the longer side has the length

L − √2 D = L − W.

The pit ends in a horizontal line of length L − W. The long walls meet along this line, and one end wall rises from each of its endpoints. For a square opening, L = W, the line shrinks to a point and the pit is an inverted pyramid of depth W/√2. In the opposite limit, L ≫ W, the bottom line is nearly as long as the opening, and the long groove of part (d) is recovered.

**(f) Let R111 be small but not zero. Find the undercut of the mask, the closing time t_c and the depth after closing. When does the groove fail to close?**

Each wall now moves along its normal, into the silicon, by R111 t. The mask is assumed to remain in place as a thin overhang, with fresh etchant reaching the silicon below it. Moving a plane by a distance s along its unit normal adds s to the right side of its equation, so the right wall becomes

x sin θ + z cos θ = (W/2) sin θ + R111 t.

**Undercut.** Setting z = 0 gives the position of the wall just beneath the mask. It has moved beyond the mask edge by

u = x − W/2 = R111 t/sin θ = √(3/2) R111 t.

The undercut is larger than R111 t because a horizontal line crosses the displaced layer obliquely.

This result shows what the assumption about other orientations requires in one case. A vertical (110) wall starting from the mask edge would have moved sideways by R110 t. If that were less than u, the vertical wall would limit the undercut and replace the upper part of the {111} wall. The present solution therefore needs R110 > √(3/2) R111.

**Closing.** Dividing the wall equation by sin θ gives

x = W/2 − z/√2 + √(3/2) R111 t.

The floor width is twice this value at z = R100 t. Since 2√(3/2) = √6,

w(t) = W + √6 R111 t − √2 R100 t.

Setting w(t_c) = 0 and using √6 = √2·√3,

W = √2 (R100 − √3 R111) t_c,

t_c = W/[√2 (R100 − √3 R111)].

A positive closing time requires R100 > √3 R111. If the two sides are equal, the floor keeps the width W. If R100 is smaller still, the floor widens as it descends. In both cases the pit keeps a flat bottom, and a V-groove does not form. For R100 < √3 R111 the vertical {100} planes, at 45° to the mask edges, also cut off the corners of a finite opening near the surface, because a corner of the rectangle would move along their normal by √2 u = √3 R111 t, which exceeds R100 t.

**Depth after closing.** The bottom is now the line where the walls meet, at x = 0. The wall equation there reads

z cos θ = (W/2) sin θ + R111 t.

Dividing by cos θ = 1/√3 gives

D(t) = W/√2 + √3 R111 t, for t ≥ t_c.

The time t is counted from the start of etching, because the walls have been receding since then. At t = t_c the closing condition can be written as R100 t_c = W/√2 + √3 R111 t_c, so the depth is continuous. Its rate of increase, however, drops from R100 to √3 R111.

For a nonzero R111 the groove therefore does not strictly stop. It changes from fast to slow deepening, and "self-terminated" is a good description when √3 R111 ≪ R100 and the extra etching time is moderate. For R111 → 0 at fixed t, the results of part (d) return.

The depth can also be written in terms of the undercut. Since √2 u = √2·√(3/2) R111 t = √3 R111 t,

D(t) = (W + 2u)/√2.

The closed groove has the ideal depth belonging to its widened top. For a finite opening, both horizontal sides at a given depth grow by √6 R111 t, so their difference, and with it the length L − W of the bottom line, stays unchanged.

**(g) Evaluate the results for W = 100 µm, L = 300 µm, R100 = 1 µm/min and R111 = 0.01 µm/min. The wafer is 500 µm thick.**

The rates are round model values and do not describe a particular etchant.

With R111 = 0, the final depth and the closing time are

D = 100 µm/1.41421 = 70.71 µm,
t₀ = 70.71 µm/(1 µm/min) = 70.71 min.

The equal numerical values merely reflect the choice R100 = 1 µm/min. The bottom line has the length 300 µm − 100 µm = 200 µm.

After 30 min the floor is 30 µm deep, and its ideal width is

w = 100 µm − 1.41421 × 30 µm = 57.57 µm.

The finite {111} rate adds √6 × 0.01 × 30 µm = 0.73 µm, giving 58.31 µm. At this stage the pit is still far from closed.

With the finite rate, √3 R111 = 0.01732 µm/min. The closing time becomes

t_c = 70.71 µm/[(1 − 0.01732) µm/min] = 71.96 min,

and the depth at that moment is 71.96 µm. The groove closes a little later than in the ideal case because the receding walls keep the floor wider.

If the wafer stays in the etchant for 120 min in all, the depth and the undercut on each side are

D = 70.71 µm + 0.01732 × 120 µm = 72.79 µm,
u = 0.01 × 120 µm/0.81650 = 1.47 µm.

The top has widened to 100 µm + 2 × 1.47 µm = 102.94 µm, and dividing this by √2 gives 72.79 µm again. The excess over the ideal depth is 2.08 µm, or 2.9% of the ideal depth.

The additional time after closing is about 48 min. During it the groove deepens by 72.79 µm − 71.96 µm = 0.83 µm, whereas a (100) floor would have descended by about 48 µm. This contrast is the practical content of self-termination: a generous etching time costs little depth. The pit also stays well within the 500 µm wafer, as assumed.

**(h) Which opening gives an ideal depth of 50 µm? How accurately must its width be known, and what happens if the wafer is too thin?**

Inverting D = W/√2 gives

W = √2 D = 1.41421 × 50 µm = 70.71 µm.

An error δW in the opening changes the depth by

δD = δW/√2.

The relative errors are equal, δD/D = δW/W. The width of the opening thus takes over the role that the etching time has for a flat-bottomed pit. This estimate assumes edges exactly along <110>. On a real wafer an opening rotated by a small angle φ is undercut during long etching until {111} walls pass through its corners, and the effective width approaches W cos φ + L sin φ. For W = 100 µm, L = 300 µm and φ = 1° this adds 3.69 µm to the depth, more than the 2.08 µm due to R111 in part (g).

If R111 is known and the total etching time t is fixed in advance, the slow deepening can be compensated. Solving the result of part (f) for W gives

W = √2 (D − √3 R111 t).

This opening produces the depth D at time t if the groove has closed by then. The condition t ≥ t_c is equivalent to R100 t ≥ D, since the floor must have had time to travel the full depth.

Finally, let the wafer have the thickness H, and return to R111 = 0. If H < W/√2, the floor reaches the back surface before it vanishes. The width of the hole at the back at that moment follows from part (d):

w(H) = W − √2 H.

A V-groove then does not form, and its depth formula no longer applies. At H = W/√2 the hole width falls to zero, and the bottom line just touches the back surface. For a thicker wafer the groove closes inside the silicon, and its ideal depth is again W/√2.

Computed values

```
Angle between (100) and (111): 54.7356 degrees
cos, sin, tan of angle: 0.57735, 0.81650, 1.41421
Angle between the two groove walls: 70.5288 degrees
Broken bonds per top atom, plane (1, 0, 0): 2
Broken bonds per top atom, plane (1, 1, 0): 1
Broken bonds per top atom, plane (1, 1, 1): 1
Lattice model, opening: 24 rows = 16.9706 a
Lattice model, final depth: 12.0000 a
Lattice model, wall angle: 54.7356 degrees
Opening width W: 100.0 um
Opening length L: 300.0 um
Wafer thickness: 500.0 um
Rate R100: 1.000 um/min
Rate R111: 0.010 um/min
Depth-to-opening ratio, ideal: 0.70711
Ideal groove depth: 70.71 um
Ideal closing time: 70.71 min
Bottom line length, ideal: 200.00 um
Floor width at 30 min, R111 = 0: 57.57 um
Floor width at 30 min, finite R111: 58.31 um
Closing time, finite R111: 71.96 min
Depth at closing, finite R111: 71.96 um
Deepening rate after closing: 0.01732 um/min
Depth at 120 min, finite R111: 72.79 um
Excess over ideal depth at 120 min: 2.08 um
Undercut per side at 120 min: 1.47 um
Target ideal depth: 50.0 um
Opening needed for target depth: 70.71 um
```
